# Complex self-consistent fields, Hermitian DIIS and state tracking in magnetic fields, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry fixes

Take clamped nuclei, a uniform field $\mathbf B$, the gauge $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$, spin $g$-factor 2 and no spin–orbit coupling. In atomic units an electron has $h=\tfrac12(\mathbf p+\mathbf A)^2+V$, and a state gains $|\mathbf B|M_S$, with spin quantized along $\mathbf B$ and $M_S$ conserved. Since $\nabla\cdot\mathbf A=0$, the cross term is $\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L$, so
$$h=-\tfrac12\nabla^2+V+\tfrac12\mathbf B\cdot\mathbf L+\tfrac18|\mathbf B\times(\mathbf r-\mathbf O)|^2 .$$
The unit of field is $\hbar/ea_0^2=235.05$ kT, and the field terms compete with valence gaps when $B$ is a sizeable fraction of it.

On spatial functions time reversal $\Theta$ is complex conjugation. The operator $\mathbf L=-i(\mathbf r-\mathbf O)\times\nabla$ is imaginary and the other terms are real, so $h(\mathbf B)^*=h(-\mathbf B)$. Time reversal relates two fields and is not a symmetry at one field.

A point operation $g$ of the nuclear frame that fixes $\mathbf O$ and sends the axial vector $\mathbf B$ to $-\mathbf B$ restores an antiunitary symmetry $U=\Theta g$. If $U^2=1$, the combinations $f+Uf$ and $i(f-Uf)$ are invariant under $U$, and for invariant $u,v$ one has $\langle u|h|v\rangle=\langle Uu|h|Uv\rangle^*=\langle u|h|v\rangle^*$. A basis then exists in which the problem is real, for solutions that keep the symmetry. For water with O at the origin, the $C_2$ axis along $z$ and the nuclei in the $yz$ plane, the mirror $\sigma_{yz}$ maps $\mathbf B$ to $(B_x,-B_y,-B_z)$, $\sigma_{xz}$ to $(-B_x,B_y,-B_z)$ and $C_2$ to $(-B_x,-B_y,B_z)$. Followed by $\Theta$, they reverse $B_x$, $B_y$ and $B_z$ one at a time and conjugate. The imaginary part of any scalar invariant is therefore odd in each component and vanishes when one component does. With all three components nonzero nothing forces reality.

## London orbitals

The basis is $\omega_\mu=e^{-i\mathbf k_\mu\cdot\mathbf r}\chi_\mu$ with real Gaussians $\chi_\mu$ at $\mathbf R_\mu$ and $\mathbf k_\mu=\mathbf A(\mathbf R_\mu)$. The product rule gives $\mathbf p\,\omega_\mu=e^{-i\mathbf k_\mu\cdot\mathbf r}(\mathbf p-\mathbf k_\mu)\chi_\mu$, hence
$$(\mathbf p+\mathbf A)\,\omega_\mu=e^{-i\mathbf k_\mu\cdot\mathbf r}\left[\mathbf p+\tfrac12\mathbf B\times(\mathbf r-\mathbf R_\mu)\right]\chi_\mu .$$
A pair carries $e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf q=\mathbf k_\mu-\mathbf k_\nu=\tfrac12\mathbf B\times(\mathbf R_\mu-\mathbf R_\nu)$, so $\mathbf O$ drops out of the integrals at one field. For a primitive pair of total exponent $p$ and centre $\mathbf P$, completing the square gives
$$-p(\mathbf r-\mathbf P)^2+i\mathbf q\cdot\mathbf r=-p(\mathbf r-\mathbf P')^2+i\mathbf q\cdot\mathbf P-\frac{q^2}{4p},\qquad \mathbf P'=\mathbf P+\frac{i\mathbf q}{2p}.$$
The integrals are analytic in the centre, so the McMurchie–Davidson recursions hold with $\mathbf P'$ for $\mathbf P$, with unconjugated squares and a Boys function of complex argument. With $(\mu\nu|\lambda\sigma)=\iint\omega_\mu^*\omega_\nu(1)\,r_{12}^{-1}\,\omega_\lambda^*\omega_\sigma(2)$, relabelling the electrons and conjugating leave
$$(\mu\nu|\lambda\sigma)=(\lambda\sigma|\mu\nu)=(\nu\mu|\sigma\lambda)^* .$$
The swap within one pair is lost. For water at 70 kT along $(1,1,1)$, with the coordinate origin at oxygen, the largest $|(\mu\nu|\lambda\sigma)-(\nu\mu|\lambda\sigma)|$ is 4.59 eV. The number belongs to that frame: shifting the coordinate origin multiplies each basis function by a constant phase, which changes this difference but no observable.

## Energy, Fock matrix and gradient

Let $C^\tau$ hold the occupied orbitals of spin $\tau$, $C^{\tau\dagger}SC^\tau=1$, $D^\tau=C^\tau C^{\tau\dagger}$, so $D_{\mu\nu}=\sum_iC_{\mu i}C^*_{\nu i}$. Expanding $\phi_i=\sum_\lambda C_{\lambda i}\omega_\lambda$ fixes the index order:
$$J_{\mu\nu}=\sum_i(\mu\nu|\phi_i\phi_i)=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\sigma\lambda},\qquad K_{\mu\nu}=\sum_i(\mu\phi_i|\phi_i\nu)=\sum_{\lambda\sigma}(\mu\lambda|\sigma\nu)D_{\lambda\sigma}.$$
With $D=D^\uparrow+D^\downarrow$ and $F^\tau=h+J[D]-K[D^\tau]$,
$$E=\tfrac12\sum_\tau\mathrm{Tr}\,D^\tau(h+F^\tau)+V_{nn}+|\mathbf B|M_S .$$
The first integral symmetry gives $\mathrm{Tr}\,XJ[Y]=\mathrm{Tr}\,YJ[X]$, and likewise for $K$, so the two variations of each quadratic term are equal and cancel the $\tfrac12$: $\delta E=\sum_\tau\mathrm{Tr}\,F^\tau\delta D^\tau$. The second gives $J_{\nu\mu}^*=\sum(\mu\nu|\sigma\lambda)D^*_{\sigma\lambda}=\sum(\mu\nu|\sigma\lambda)D_{\lambda\sigma}=J_{\mu\nu}$, and likewise for $K$, provided $D=D^\dagger$. Using $D^T$ for $D$ is invisible when $D$ is real, as for real orbitals at zero field; at the converged 70 kT singlet it leaves a commutator norm of 2.74 eV in the same frame.

Rotate occupied $i$ into virtual $a$: $\delta C_i=\sum_aC_a\kappa_{ai}$ with complex $\kappa$. Then $\delta D=\sum_{ai}(\kappa_{ai}C_aC_i^\dagger+\kappa^*_{ai}C_iC_a^\dagger)$ and, with $F_{ai}=C_a^\dagger FC_i$,
$$\delta E=\sum_{ai}(\kappa_{ai}F_{ia}+\kappa_{ai}^*F_{ai})=2\,\mathrm{Re}\sum_{ai}\kappa^*_{ai}F_{ai}$$
per spin. Real and imaginary $\kappa$ are independent, so both parts of $F_{ai}$ must vanish. Then $F$ maps the occupied space into itself, and diagonalizing the blocks gives $FC=SC\varepsilon$ with real $\varepsilon$.

In the orthonormal basis set $\tilde F=S^{-1/2}FS^{-1/2}$ and $P=S^{1/2}DS^{1/2}=P^\dagger=P^2$. Inserting $S^{-1/2}S^{1/2}$ between $F$ and $D$,
$$e=S^{-1/2}(FDS-SDF)S^{-1/2}=\tilde FP-P\tilde F .$$
In the orbital basis $e_{ai}=F_{ai}$, $e_{ia}=-F_{ia}$ and the diagonal blocks vanish, so $e=0$ is the stationarity condition. With $\mathcal H$ the orbital Hessian, a residual $e$ leaves an orbital error $\mathcal H^{-1}e$ and an energy error of order $e^\dagger\mathcal H^{-1}e$; a soft mode amplifies both.

## Hermitian DIIS

DIIS diagonalizes $\sum_ic_iF_i$ with $\sum_ic_i=1$ and $\|\sum_ic_ie_i\|^2=c^\dagger Gc$ minimal, where $G_{ij}=\mathrm{Tr}\,e_i^\dagger e_j$ is summed over spins. The constraint makes $h=\sum c_ih$, and $J$, $K$ are linear, so $\sum c_iF_i=F[\sum c_iD_i]$.

Because $\tilde F$ and $P$ are Hermitian, $e^\dagger=P\tilde F-\tilde FP=-e$. Then
$$G_{ij}^*=\mathrm{Tr}\,e_j^\dagger e_i=-\mathrm{Tr}\,e_je_i=-\mathrm{Tr}\,e_ie_j=G_{ij},$$
by anti-Hermiticity and cyclicity, at any field. Allow complex $c=u+iv$. For real symmetric $G$ the cross terms $i(u^TGv-v^TGu)$ cancel, so $c^\dagger Gc=u^TGu+v^TGv$, with $\sum u_i=1$ and $\sum v_i=0$. If $G$ is positive definite the minimum has $v=0$, and a Lagrange multiplier gives $u=G^{-1}\mathbf 1/(\mathbf 1^TG^{-1}\mathbf 1)$. Real coefficients keep the extrapolated $F$ Hermitian. If $G$ is singular, a null vector with zero sum can be added with an imaginary weight at no cost, so reality should be imposed in the solver.

Two variants fail. Write $e=a+ib$ with real $a,b$; then $e^\dagger=a^T-ib^T=-e$ makes $a$ antisymmetric and $b$ symmetric. The unconjugated product is
$$\sum_{pq}(e_i)_{pq}(e_j)_{pq}=a_i\!\cdot\!a_j-b_i\!\cdot\!b_j+i(a_i\!\cdot\!b_j+b_i\!\cdot\!a_j)=a_i\!\cdot\!a_j-b_i\!\cdot\!b_j,$$
since the elementwise product of an antisymmetric and a symmetric matrix sums to zero. It is real, so no stray imaginary part exposes it, but it is not a norm. The conjugated product is $a_i\!\cdot\!a_j+b_i\!\cdot\!b_j$.

The half residual $r=(1-P)\tilde FP$ satisfies $r-r^\dagger=\tilde FP-P\tilde F=e$, because the $P\tilde FP$ terms cancel, and it vanishes with $e$. It is not anti-Hermitian, so $\mathrm{Tr}\,r_i^\dagger r_j$ may be complex, and complex coefficients give
$$F-F^\dagger=\sum_i(c_i-c_i^*)F_i=2i\sum_i\mathrm{Im}\,c_i\,F_i .$$
For iterates from a guess that respects the point group, the trace is a scalar invariant, so in water its imaginary part vanishes when any field component does. A trial with the field along a symmetry direction cannot reveal the fault.

Near convergence the $e_i$ span many orders of magnitude. Eliminating $c_n=1-\sum_{i<n}c_i$ turns the problem into $\min\|e_n+\sum_{i<n}c_i(e_i-e_n)\|$. Stacking real and imaginary parts as rows gives a real least-squares problem with matrix $M$, which imposes real $c$. Its normal equations contain $M^TM$, whose singular values are the squares of those of $M$, so forming a Gram matrix squares the condition number. Normalizing the columns of $M$ and solving by singular values avoids this.

## Loss of time-reversal pairing

Since $\mathbf k_\mu$ is odd in $\mathbf B$, $\omega_\mu(\mathbf B)^*=\omega_\mu(-\mathbf B)$, and $S$, $h$ and the two-electron integrals at $-\mathbf B$ are the conjugates of those at $\mathbf B$. Conjugating $FC=SC\varepsilon$ shows that $C^*$ solves the equations at $-\mathbf B$ with the same $\varepsilon$. On spin orbitals $\Theta$ sends $\phi\!\uparrow$ to $\phi^*\!\downarrow$, so with spin labels on a fixed axis $D^\uparrow(-\mathbf B)=D^\downarrow(\mathbf B)^*$ and the energy is unchanged.

At zero field $\phi\!\uparrow$ and $\phi^*\!\downarrow$ are a degenerate Kramers pair. At finite field a restricted singlet still has $D^\uparrow=D^\downarrow$, but its pair is $\phi\!\uparrow,\phi\!\downarrow$, split by $|\mathbf B|$, and the partner $\phi^*$ belongs to the opposite field. The constraint $D^\downarrow=D^{\uparrow*}$ must not be imposed. The reversed orbitals have coefficients $C^*$ in the basis $\omega(-\mathbf B)$, so their overlap with the originals is $t=|\det C^TS(-\mathbf B,\mathbf B)C|$, where $S(\mathbf B_1,\mathbf B_2)_{\mu\nu}=\langle\omega_\mu(\mathbf B_1)|\omega_\nu(\mathbf B_2)\rangle$. For a real zero-field solution $t(0)=1$, and $t\le1$ by the Schwarz inequality; a smooth function has no linear term at its maximum, so $1-t=O(B^2)$. The value of $t$ depends on the part of $\mathbf O$ perpendicular to $\mathbf B$, by the argument given below for mixed overlaps, applied with $\Delta\mathbf B=2\mathbf B$.

## The field derivative

With $\varepsilon=C^\dagger FC$ over occupied orbitals, the Lagrangian $\mathcal L=E-\sum_\tau\mathrm{Tr}\,\varepsilon(C^\dagger SC-1)$ equals $E$ on the solution and is stationary in $C$ and $\varepsilon$, so the explicit field dependence alone survives. Cyclicity gives $\mathrm{Tr}\,\varepsilon C^\dagger S'C=\mathrm{Tr}\,(C\varepsilon C^\dagger)S'$ with $C\varepsilon C^\dagger=DFD$:
$$\frac{dE}{dB}=\left.\frac{\partial E}{\partial B}\right|_D-\mathrm{Tr}\,W\frac{\partial S}{\partial B},\qquad W=\sum_\tau D^\tau F^\tau D^\tau .$$
The moment along the field is $m=-dE/dB$, with $\mu_B=\tfrac12$; spin contributes $-2M_S\,\mu_B$. This formula is first order in the orbital error. A central difference of half-width $\eta$ returns $E'+\eta^2E'''/6+O(\eta^4)$, and $E'''$ is large where a state changes character. The combination $[4f(\eta/2)-f(\eta)]/3$ cancels the $\eta^2$ term.

## Crossings

Two levels described by a Hermitian $2\times2$ matrix have gap $\sqrt{(H_{11}-H_{22})^2+4|H_{12}|^2}$. If they differ in $M_S$ or in the irreducible representation of the unitary symmetry left by the field, $H_{12}=0$ and one parameter can close the gap. Otherwise $H_{12}=0$ adds one condition with an antiunitary symmetry and two without, and a one-parameter scan generically shows an avoided crossing. If a tilt angle $d$ breaks a mirror and the mirror maps $d\to-d$, then $H_{12}$ between even and odd functions is odd in $d$, the diagonal elements are even, and the gap at the crossing field is $2|H_{12}|\propto|d|$ to leading order.

SCF states do not announce a crossing in their orbital energies. Move an electron from $i$ to $a$ of the same spin with frozen orbitals. Removal costs $-\varepsilon_i$; addition costs $\varepsilon_a$ less the interaction $J_{ia}-K_{ia}$ with the removed electron, which $\varepsilon_a$ includes:
$$\Delta E=\varepsilon_a-\varepsilon_i-(J_{ia}-K_{ia}).$$
So $\Delta E$ can pass through zero while $\varepsilon_a-\varepsilon_i$ is of the size of $J_{ia}-K_{ia}$. In Hartree–Fock both determinants can then obey aufbau, and filling by energy neither selects the lower one nor identifies which one was found.

A symmetric solution with nonsingular Hessian continues to small $d$ by the implicit function theorem. Both branches $A,B$ survive, each energy is even in $d$, and their splitting is $O(d^2)$: the mean field misses the linear gap. Mixing the two determinants restores it. With $O=C_A^\dagger SC_B$ per spin, the orbitals $C_BO^{-1}$ are biorthonormal to $C_A$, and replacing $C_B$ by them divides the determinant by $\det O$. For biorthonormal sets the diagonal Slater–Condon rule holds with bra orbitals from $A$ and ket orbitals from $B$, so
$$\langle A|H|B\rangle=s\,E\!\left[C_BO^{-1}C_A^\dagger\right],\qquad s=\det O^\uparrow\det O^\downarrow .$$
The formula needs $s\ne0$ and loses digits as $s\to0$. For equal energies $E$ and $w=\langle A|H|B\rangle-Es$, the secular equation of this nonorthogonal configuration interaction (NOCI) is $\lambda^2=|w-\lambda s|^2$. Both $w$ and $s$ are odd in $d$, so $\lambda=\pm|w|$ and the gap is $2|w|$ to leading order.

This part has set up Hartree–Fock theory with London orbitals in a finite field, including DIIS with real coefficients, the field derivative of the energy and the behaviour of states at crossings. What remains is a way to follow a chosen state from one field to the next, and a numerical test of the whole scheme on water.
